# Shear correction and the one-percent aspect ratio of a silicon fin

## Problem

A silicon fin of height $H=80$ nm and thickness $t=10$ nm stands on a (001) wafer and runs a long way along $[110]$. During drying, the trench on one side still holds isopropanol, while the trench on the other side is already dry. The wet trench is $g=20$ nm wide. The surface tension is roughly $\gamma=21$ mN/m and the contact angle is taken as zero. The liquid pulls on the fin with a uniform pressure $p$ over its whole height.

Use the rounded elastic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa.

1. Find the two elastic moduli that govern bending and shear of this fin.
2. Derive the tip deflection of a rigidly clamped fin in Timoshenko beam theory, including the shear coefficient $\kappa$.
3. Find the aspect ratio $H/t$ above which Euler-Bernoulli bending is accurate to one percent, and evaluate the deflections for the given fin.
4. Determine what the stress across the thickness does to this threshold.
5. Decide whether the threshold can be used for a fin that grows out of a silicon substrate, and compare the shear correction with other omitted effects.

## Conventions

The coordinate $x$ runs up the fin from its foot at $x=0$, along $[001]$. The coordinate $z$ runs across the thickness from $-t/2$ to $t/2$, with the wet face at $z=t/2$. Deflection $w$ is positive towards the wet trench. Forces and moments are per unit length along the fin. Deflections are small, the thickness is constant, and the fin is so long that it does not strain along its length (plane strain).

"Accurate to one percent" means that the Euler-Bernoulli deflection differs from the Timoshenko deflection by at most one percent of the latter.

## 1. The moduli

Silicon is cubic, so its moduli depend on direction. First consider a strain $\varepsilon_z$ along the thickness direction $[\bar110]$ alone. In the cube axes this is $\varepsilon_{11}=\varepsilon_{22}=\varepsilon_z/2$ and $\varepsilon_{12}=-\varepsilon_z/2$. The cubic stress-strain law gives

$$\sigma_{11}=\sigma_{22}=\tfrac12(C_{11}+C_{12})\varepsilon_z,\qquad \sigma_{12}=2C_{44}\varepsilon_{12}=-C_{44}\varepsilon_z,\qquad \sigma_{33}=C_{12}\varepsilon_z .$$

The normal stress along $[\bar110]$ is $\tfrac12(\sigma_{11}+\sigma_{22})-\sigma_{12}=C_t\varepsilon_z$, with

$$C_t=\tfrac12(C_{11}+C_{12}+2C_{44})=195\ \text{GPa}.$$

A strain $\varepsilon_x$ along $[001]$ gives $\sigma_{33}=C_{11}\varepsilon_x$ and $\sigma_{11}=\sigma_{22}=C_{12}\varepsilon_x$. Adding the two cases,

$$\sigma_x=C_{11}\varepsilon_x+C_{12}\varepsilon_z,\qquad \sigma_z=C_{12}\varepsilon_x+C_t\varepsilon_z .$$

Beam theory neglects $\sigma_z$. Setting it to zero gives $\varepsilon_z=-\nu^*\varepsilon_x$, with $\nu^*=C_{12}/C_t=0.328$. Inserting this in $\sigma_x$ gives $\sigma_x=E'\varepsilon_x$, where

$$E'=C_{11}-\frac{C_{12}^2}{C_t}=166-\frac{64^2}{195}=145\ \text{GPa}.$$

Shear between $[001]$ and $[\bar110]$ involves only the cube-axis shears $\varepsilon_{13}$ and $\varepsilon_{23}$, each with stress $2C_{44}\varepsilon$. Hence $G=C_{44}=80$ GPa.

## 2. The Timoshenko deflection

**Equilibrium.** The part of the fin above $x$ carries the load $p(H-x)$. The shear force and bending moment at $x$ are therefore

$$V=p(H-x),\qquad M=\int_x^H p\,(s-x)\,ds=\tfrac12p(H-x)^2,$$

so that $M'=-V$.

**Shear stress and $\kappa$.** Let $\psi$ be the rotation of a cross-section. The axial displacement is $-z\psi$, so $\varepsilon_x=-z\psi'$ and $\sigma_x=-E'z\psi'$. The moment is

$$M=-\int_{-t/2}^{t/2}z\sigma_x\,dz=D\psi',\qquad D=\frac{E't^3}{12},$$

and thus $\sigma_x=-12Mz/t^3$. Local equilibrium along $x$ requires $\partial\sigma_x/\partial x+\partial\tau/\partial z=0$. With $M'=-V$ this becomes $\partial\tau/\partial z=-12Vz/t^3$. Since $\tau$ vanishes on both faces,

$$\tau=\frac{6V}{t^3}\left(\frac{t^2}{4}-z^2\right).$$

The shear energy per unit height is $\int\tau^2dz/(2G)$. The integral needed is

$$\int_{-t/2}^{t/2}\left(\frac{t^2}{4}-z^2\right)^2dz=t^5\left(\frac1{16}-\frac1{24}+\frac1{80}\right)=\frac{t^5}{30},$$

so the energy is

$$\frac{1}{2G}\,\frac{36V^2}{t^6}\,\frac{t^5}{30}=\frac65\,\frac{V^2}{2Gt}.$$

Timoshenko theory replaces the varying shear strain by one mean value, $w'-\psi=V/(\kappa Gt)$, with energy $V^2/(2\kappa Gt)$. The two energies agree for $\kappa=5/6$.

**Integration.** The equations to solve are

$$\psi'=\frac{M}{D},\qquad w'=\psi+\frac{V}{\kappa Gt},\qquad \psi(0)=w(0)=0 .$$

The clamp fixes the section rotation $\psi$, not the slope $w'$. The slope at the foot is non-zero because the material there is sheared. The first integration gives

$$\psi=\frac{p}{2D}\int_0^x(H-s)^2ds=\frac{p}{6D}\left[H^3-(H-x)^3\right],$$

and the second gives

$$w=\frac{p}{6D}\left[H^3x-\frac{H^4-(H-x)^4}{4}\right]+\frac{p}{\kappa Gt}\left(Hx-\frac{x^2}{2}\right).$$

At $x=H$ the first bracket is $\tfrac34H^4$ and the second is $\tfrac12H^2$. Hence

$$w_T=\frac{pH^4}{8D}+\frac{pH^2}{2\kappa Gt}.$$

The first term is the Euler-Bernoulli result $w_{EB}$. The second is the shear correction.

## 3. The one-percent aspect ratio

The ratio of the shear term to the bending term is

$$\varphi=\frac{pH^2}{2\kappa Gt}\,\frac{8D}{pH^4}=\frac{4D}{\kappa GtH^2}=c\left(\frac tH\right)^2,\qquad c=\frac{E'}{3\kappa G}.$$

The pressure has cancelled, as it must in a linear theory. The error of Euler-Bernoulli bending relative to $w_T$ is

$$\frac{w_T-w_{EB}}{w_T}=\frac{\varphi}{1+\varphi}.$$

Requiring this to be at most $1/100$ gives $100\varphi\le1+\varphi$, so $\varphi\le1/99$, and

$$\frac Ht\ge\sqrt{99\,c}.$$

For silicon in this orientation, $3\kappa=5/2$ and $c=145/(2.5\times80)=0.725$. The threshold is

$$\frac Ht=\sqrt{99\times0.725}\approx8.5,$$

or a height of about 85 nm at a thickness of 10 nm. Measuring the error relative to $w_{EB}$ instead would require $\varphi\le1/100$. That changes the threshold only from 8.47 to 8.51.

Two other cases show what the moduli do.

- **Isotropic material in plane strain.** With Poisson ratio $\nu$, $E'=E/(1-\nu^2)$ and $G=E/[2(1+\nu)]$, so $c=0.8/(1-\nu)$. For $\nu\ge0$ this is at least 0.8. Silicon lies below that value because, in this orientation, it is stiff in shear compared with bending.
- **Narrow silicon bar.** If the length of the fin along $[110]$ is small compared with its thickness and the fin is free to contract in that direction, $E'$ is replaced by the Young modulus along $[001]$, 130 GPa, and $\kappa=5/6$ still holds. The threshold drops to 8.0. In a longer bar the shear stress also varies along $[110]$, which changes $\kappa$, so this value does not apply.

**Numbers for the given fin.** With zero contact angle, the meniscus between two parallel walls has radius $g/2$. The pressure in the liquid is below that in the gas by

$$p=\frac{2\gamma}{g}=\frac{2\times0.021\ \text{N/m}}{20\ \text{nm}}=2.1\ \text{MPa}=0.0021\ \text{GPa}.$$

The bending stiffness is $D=145\times10^3/12\approx12083$ GPa nm³. The two terms are

$$w_{EB}=\frac{0.0021\times80^4}{8\times12083}=0.890\ \text{nm},\qquad \frac{pH^2}{2\kappa Gt}=\frac{0.0021\times80^2}{2\times\frac56\times80\times10}=0.0101\ \text{nm}.$$

Together they give $w_T=0.900$ nm. The Euler-Bernoulli error is 1.12 percent of $w_T$, just above the limit, as expected for $H/t=8$.

## 4. Stress across the thickness

Beam theory sets $\sigma_z=0$, yet the wet face is pulled with $\sigma_z=p$ while the dry face is free. The resulting change of deflection is of the same order in $t/H$ as the shear term, so it has to be examined.

Equilibrium along $z$ reads $\partial\tau/\partial x+\partial\sigma_z/\partial z=0$. Since $V'=-p$,

$$\frac{\partial\sigma_z}{\partial z}=\frac{6p}{t^3}\left(\frac{t^2}{4}-z^2\right),\qquad \sigma_z=\frac p2+p\left(\frac{3z}{2t}-\frac{2z^3}{t^3}\right).$$

This is zero at $z=-t/2$ and equals $p$ at $z=t/2$.

To find the effect on the tip, consider a second loading of the same fin: a unit force at the tip, spread over the thickness with the parabolic profile of $\tau$. Its fields, marked by a subscript 1, follow from $M_1=H-x$ and $V_1=1$:

$$\varepsilon_{x1}=-\frac{(H-x)z}{D},\qquad \varepsilon_{z1}=-\nu^*\varepsilon_{x1}=\frac{\nu^*(H-x)z}{D},\qquad \gamma_1=\frac{6}{Gt^3}\left(\frac{t^2}{4}-z^2\right).$$

Because the elastic law is symmetric, the work of the unit force on the real displacement equals the integral of the real stresses times these strains:

$$w_{tip}=\int_0^H\!\!\int_{-t/2}^{t/2}\left(\sigma_x\varepsilon_{x1}+\tau\gamma_1+\sigma_z\varepsilon_{z1}\right)dz\,dx .$$

Here $w_{tip}$ is the mean deflection over the tip section, weighted with the parabolic profile. The reactions of the second loading at the foot do no work provided that the mean displacement and rotation of the foot, weighted with those reactions, are zero.

The stress $\sigma_z$ is accompanied by a correction to $\sigma_x$ of order $p$, cubic in $z$, which compatibility of the strains requires. Equilibrium fixes the moment $M$, so this correction carries no moment and does no work on $\varepsilon_{x1}$, which is linear in $z$. Only $M$ enters the first term, and the first two terms reproduce $w_T$:

$$\int_0^H\frac{M(H-x)}{D}dx=\frac{pH^4}{8D},\qquad \int_0^H\frac{6V}{5Gt}dx=\frac{pH^2}{2\kappa Gt}.$$

The third needs the first moment of $\sigma_z$,

$$\int_{-t/2}^{t/2}z\sigma_z\,dz=p\left(\frac{t^2}{8}-\frac{t^2}{40}\right)=\frac{pt^2}{10},$$

and contributes

$$\frac{\nu^*}{D}\,\frac{pt^2}{10}\int_0^H(H-x)\,dx=\frac{\nu^*pt^2H^2}{20D}.$$

Divided by $pH^4/(8D)$, this is $0.4\,\nu^*(t/H)^2=0.131\,(t/H)^2$. The total correction coefficient rises from 0.725 to 0.856, and the threshold from 8.5 to $\sqrt{99\times0.856}\approx9.2$. At this order the number depends on which deflection is meant. With mid-plane deflections at tip and foot the coefficient is 0.889, and with plain means over the thickness it is 0.834, so the threshold lies between 9.1 and 9.4.

With the cubic correction to $\sigma_x$ included, these stresses hold away from the ends. A two-dimensional finite-element calculation, with linear $\sigma_x$ and parabolic $\tau$ applied at the foot and the weighted mean foot motion removed, tests the sum of the two corrections. Relative to $w_{EB}$ it gives 1.338 percent at $H/t=8$ and 9.513 percent at $H/t=3$. The formula gives 1.338 and 9.514 percent. When $G$ alone is halved at $H/t=8$, both give 2.471 percent, which confirms the dependence on $G$ and the value of $\kappa$.

A perfectly rigid clamp is a different foot condition: it also prevents the foot section from contracting and warping. Finite elements then give 0.898 nm, which is 0.2 percent below $w_T$. The Euler-Bernoulli error at $H/t=8$ is then 0.89 percent, below the limit, and the one-percent threshold for this foot is about 7.6. The clamp stiffens the fin by a term of about $-0.03\,t/H$ relative to $w_{EB}$, so above $H/t\approx26$ the Euler-Bernoulli formula slightly overestimates the deflection, by at most about 0.03 percent. The value 8.5 belongs to the Timoshenko model. The stress across the thickness raises it to 9.2, while the added constraint of a rigid foot acts the other way. Only the rough size of the threshold, between about 7.6 and 9.4 depending on the foot condition and on the definition of the deflection, carries over to the elastic fin.

## 5. A fin on a silicon substrate

A real fin is not held by a rigid clamp. The moment at its foot, $M_0=pH^2/2$, rotates the silicon below. In plane strain, a moment per unit length acting over a width $t$ gives a rotation $\theta=kM_0/(E't^2)$ on dimensional grounds, with $k$ a pure number. The tip moves by $\theta H$. Relative to bending this is

$$\frac{\theta H}{w_{EB}}=\frac{k\,pH^3}{2E't^2}\,\frac{8}{pH^4}\,\frac{E't^3}{12}=\frac k3\,\frac tH .$$

The shear correction falls as $(t/H)^2$, but the foot rotation falls only as $t/H$. It therefore outlasts shear in slender fins.

Finite elements for a single fin on a silicon block, without load on the trench floor, give the following extra deflection over the rigid clamp, relative to $w_{EB}$:

- 19.0 percent at $H/t=8$,
- 9.2 percent at $H/t=16$,
- 4.5 percent at $H/t=32$.

Each doubling of $H/t$ roughly halves the value, as the estimate requires. For the given fin the tip deflection becomes 1.07 nm, 19 percent above $w_T$. Refining the mesh and doubling the block changed it by 0.1 percent. The last digit of the three percentages is uncertain by about one unit, and finer meshes raise them by up to 0.1 percentage point. The dependence on block size does not die out: in plane strain the shear force shifts the foot sideways by an amount that grows with the logarithm of the block size, here about 0.05 percent of the deflection per doubling.

With this foot, the Euler-Bernoulli formula for a rigid clamp reaches one-percent accuracy only at $H/t\approx140$. The answer to the question is therefore no: $H/t\gtrsim8.5$ tells when *shear* may be dropped, not when the clamped-beam formula predicts the deflection of a real fin to one percent.

**Closing of the gap.** If the fin on the far side of the wet trench leans in equally, the gap at the top shrinks to $g-2w$ and the pressure grows in proportion to $1/(g-2w)$. Taking this pressure as uniform,

$$w=\frac{w_T}{1-2w/g}\quad\Rightarrow\quad \frac{2w^2}{g}-w+w_T=0\quad\Rightarrow\quad w=\frac g4\left(1-\sqrt{1-\frac{8w_T}{g}}\right).$$

The minus sign selects the solution that tends to $w_T$ for small loads. Here $8w_T/g=0.36$, so $w=5\,(1-0.8)=1.0$ nm, 11 percent above $w_T$. For $w_T>g/8=2.5$ nm no equilibrium exists in this model, and the fins are drawn together. A fin with $H/t\approx140$ would be far beyond this limit under the present pressure, so that threshold describes linear elasticity and not a structure that could be dried this way.

**Contact line.** The liquid surface pulls down on the wet top edge with force $\gamma$, at a distance $t/2$ from the mid-plane. The constant moment $\gamma t/2$ bends the tip by $(\gamma t/2)H^2/(2D)$ towards the liquid. Relative to $w_{EB}$, with $p=2\gamma/g$, this is

$$\frac{\gamma tH^2}{4D}\,\frac{8D}{pH^4}=\frac{2\gamma t}{pH^2}=\frac{gt}{H^2}=\frac{20\times10}{80^2}=3.1\ \text{percent}.$$

This is the moment of the contact line alone. Wetting also changes the surface stress of the wet face. If the surface energies do not depend on strain, Young's law at zero contact angle makes this stress lower by $\gamma$ than on the dry face. The difference gives a moment $\gamma t/2$ towards the dry side, which cancels that of the contact line. For a real silicon surface the change of surface stress is not determined here, so the size and sign of the net effect remain open.

**Native oxide.** Suppose the outer 1 nm of each face is oxide with a plane-strain modulus of roughly 74 GPa. The silicon core is then 8 nm thick, and

$$D_{ox}=\frac{145\times8^3+74\,(10^3-8^3)}{12}\ \text{GPa nm}^3 .$$

The bending deflection, proportional to $1/D$, rises by 31 percent. The outer layers matter so much because their contribution to $D$ is weighted with $z^2$.

**Large deflection.** The tip slope is $\psi(H)=pH^3/(6D)=0.015$ rad. Geometric corrections from the pressure are at most of the order of its square, about $2\times10^{-4}$. The pull $\gamma$ at the contact line also compresses the fin along its height, with $\gamma H^2/D=0.011$, and this enters at first order. It lowers the deflection by about 0.07 percent if the force follows the wall, as it does at zero contact angle, and would raise it by about 0.4 percent if the force stayed vertical. All of these are below the shear correction.

**Comparison of the effects.** The chosen dimensions are illustrative. Taper of the fin and variations of gap and thickness are not included. Nor is the film that a fully wetting liquid adsorbs on the walls: a film of thickness $h$ replaces $g$ by roughly $g-2h$ in the pressure, so 0.1 nm per wall already changes $p$ and all deflections by 1 percent, while the thresholds, which do not depend on $p$, are unaffected. Of the effects sized here, the oxide (31 percent), the foot (19 percent) and the closing gap (11 percent) each exceed the shear correction of 1.1 percent by about a factor of ten or more. They were evaluated one at a time and should not simply be added. For the given fin, shear matters less than these three effects, but more than the stress across the thickness (0.2 percent) and large deflection. The contact line is not ranked, because its net effect together with the surface stress is open. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
C11, C12, C44 = 166, 64, 80 GPa
thickness, height, gap = 10, 80, 20 nm
surface tension = 21 mN/m
stiffness across thickness C_t = 195.0 GPa
plane-strain modulus E' = 145.0 GPa
contraction ratio = 0.3282
bending stiffness D = 12083 GPa nm^3
capillary pressure = 2.10 MPa
bending deflection = 0.8899 nm
shear deflection = 0.01008 nm
Timoshenko deflection = 0.8999 nm
shear coefficient c = 0.7250
shear/bending ratio phi = 1.133 %
Euler-Bernoulli error = 1.120 %
one-percent aspect ratio, formula = 8.472
one-percent aspect ratio, numerical = 8.472
same with phi = 0.01 = 8.515
threshold height at this thickness = 84.7 nm
narrow bar: E = 130.4 GPa, aspect ratio = 8.03
squeeze coefficient = 0.1313
aspect ratio with squeeze = 9.21
H/t=8, G=80 GPa: correction FEM 1.338 %, formula 1.338 %
H/t=3, G=80 GPa: correction FEM 9.513 %, formula 9.514 %
H/t=8, G=40 GPa: correction FEM 2.471 %, formula 2.471 %
FEM rigid clamp deflection = 0.8978 nm
  relative to Timoshenko = -0.23 %
FEM on substrate deflection = 1.068 nm
  relative to Timoshenko = +18.6 %
  change on refining = +0.117 %
foot compliance / bending at H/t=8 = 19.0 %
foot compliance / bending at H/t=16 = 9.2 %
foot compliance / bending at H/t=32 = 4.5 %
one-percent aspect ratio on substrate = about 139
deflection with closing gap = 1.000 nm
  relative to Timoshenko = +11.1 %
contact-line moment / bending = 3.1 %
oxide per face = 1 nm, modulus = 74 GPa
oxide: change of bending deflection = +31 %
tip slope = 0.0148 rad, squared = 2.2e-04
```
